# Heavy- and light-hole masses of GaAs along [001], [111] and [110]: a program that tests the result

```python
"""Heavy- and light-hole masses from the Luttinger Hamiltonian.

Result under test (m0 = free-electron mass, upper sign = heavy hole):
  [001]: m0/m = g1 -+ 2 g2
  [111]: m0/m = g1 -+ 2 g3
  [110]: m0/m = g1 -+ sqrt(g2^2 + 3 g3^2)
g1, g2, g3 are the Luttinger parameters. Hole energy is positive downwards
from the valence-band edge, E = hbar^2 k^2 / (2 m) along a fixed direction.
Two independent Hamiltonians are diagonalized: the 4x4 one built from
J = 3/2 matrices, and a 6x6 one built from p orbitals with spin.
"""
import numpy as np
from scipy.constants import hbar, m_e, e

g1, g2, g3 = 6.98, 2.06, 2.93
split_off = 0.34  # eV, chosen model value

directions = {
    "[001]": np.array([0.0, 0.0, 1.0]),
    "[111]": np.array([1.0, 1.0, 1.0]) / np.sqrt(3),
    "[110]": np.array([1.0, 1.0, 0.0]) / np.sqrt(2),
}
pairs = [(0, 1), (1, 2), (0, 2)]

# Spin-3/2 matrices, basis m = 3/2, 1/2, -1/2, -3/2
m_values = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(3.75 - m_values[1:] * (m_values[1:] + 1)), 1)
J = [(raising + raising.T) / 2 + 0j,
     (raising - raising.T) / 2j,
     np.diag(m_values) + 0j]
assert np.allclose(J[0] @ J[1] - J[1] @ J[0], 1j * J[2])


def luttinger(n, a, b, c):
    """4x4 hole Hamiltonian in units of hbar^2 k^2 / (2 m0)."""
    h = (a + 2.5 * b) * np.eye(4, dtype=complex)
    for i in range(3):
        h -= 2 * b * n[i] ** 2 * J[i] @ J[i]
    for i, j in pairs:
        h -= 2 * c * n[i] * n[j] * (J[i] @ J[j] + J[j] @ J[i])
    return h


# Orbital angular momentum in the basis x, y, z, and Pauli matrices
L = np.zeros((3, 3, 3), dtype=complex)
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    L[a, b, c], L[a, c, b] = -1j, 1j
pauli = [np.array([[0, 1], [1, 0]], dtype=complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], dtype=complex)]
L_dot_sigma = sum(np.kron(L[i], pauli[i]) for i in range(3))


def six_band_levels(n, kinetic):
    """Hole energies in eV; kinetic = hbar^2 k^2 / (2 m0) in eV."""
    orbital = 6 * g3 * np.outer(n, n)
    for i in range(3):
        orbital[i, i] = ((g1 + 4 * g2) * n[i] ** 2
                         + (g1 - 2 * g2) * (1 - n[i] ** 2))
    h = kinetic * np.kron(orbital, np.eye(2))
    h = h + split_off / 3 * (np.eye(6) - L_dot_sigma)
    return np.linalg.eigvalsh(h)


root_110 = np.sqrt(g2 ** 2 + 3 * g3 ** 2)
half_split = {"[001]": 2 * g2, "[111]": 2 * g3, "[110]": root_110}

print(f"gamma1, gamma2, gamma3 = {g1:.2f}, {g2:.2f}, {g3:.2f}")
print(f"free-electron mass = {m_e:.4e} kg")
for name, n in directions.items():
    levels = np.linalg.eigvalsh(luttinger(n, g1, g2, g3))
    heavy, light = g1 - half_split[name], g1 + half_split[name]
    formula = np.array([heavy, heavy, light, light])
    assert np.allclose(levels, formula, atol=1e-10)
    # Six-band corrections at this kinetic energy are of order 1e-5
    tiny = 1e-7
    small_k = six_band_levels(n, tiny)[:4] / tiny
    assert np.allclose(small_k, formula, atol=1e-4)
    print(f"{name} half splitting = {half_split[name]:.4f}")
    for label, inverse in (("heavy", levels[0]), ("light", levels[2])):
        print(f"{name} {label}: m0/m = {inverse:.4f}, "
              f"m = {1 / inverse:.4f} m0 = {m_e / inverse:.3e} kg")
    print(f"{name} sum of inverse masses = {levels[0] + levels[2]:.4f}")

# Mixing of states with definite angular momentum along k
for name, n in directions.items():
    J_along = sum(n[i] * J[i] for i in range(3))
    _, basis = np.linalg.eigh(J_along)  # order -3/2, -1/2, 1/2, 3/2
    block = basis.conj().T @ luttinger(n, g1, g2, g3) @ basis
    mixing = np.max(np.abs(block - np.diag(np.diag(block))))
    if name != "[110]":
        assert mixing < 1e-10
    print(f"{name} largest mixing element = {mixing:.4f}")

# The loop ends with [110], so block is the [110] matrix
diag_heavy, diag_light = block[3, 3].real, block[1, 1].real
coupling = abs(block[3, 1])
assert abs(diag_heavy - (g1 - (g2 + 3 * g3) / 2)) < 1e-10
assert abs(diag_light - (g1 + (g2 + 3 * g3) / 2)) < 1e-10
assert abs(coupling - np.sqrt(3) / 2 * (g3 - g2)) < 1e-10
assert abs(abs(block[0, 2]) - coupling) < 1e-10
for i, j in [(3, 2), (3, 0), (1, 0), (1, 2)]:
    assert abs(block[i, j]) < 1e-10
full = np.linalg.eigvalsh(luttinger(directions["[110]"], g1, g2, g3))
print(f"[110] diagonal elements = {diag_heavy:.4f}, {diag_light:.4f}")
print(f"[110] coupling = {coupling:.4f}")
for label, diagonal, exact in (("heavy", diag_heavy, full[0]),
                               ("light", diag_light, full[2])):
    error = 100 * (exact / diagonal - 1)
    print(f"[110] {label}, diagonal only: m = {1 / diagonal:.4f} m0, "
          f"error = {error:+.2f} %")

# Equal g2 and g3 must remove the dependence on direction
isotropic = [np.linalg.eigvalsh(luttinger(n, g1, g2, g2))
             for n in directions.values()]
assert np.allclose(isotropic, isotropic[0], atol=1e-10)

# Rounding of g3 and the heavy [111] mass
for shift in (-0.005, 0.005):
    h = luttinger(directions["[111]"], g1, g2, g3 + shift)
    mass = 1 / np.linalg.eigvalsh(h)[0]
    print(f"[111] heavy, gamma3 = {g3 + shift:.3f}: m = {mass:.4f} m0")

# Range of the parabolas: comparison with the six-band model
k_nm = 0.1
kinetic = (hbar * k_nm * 1e9) ** 2 / (2 * m_e) / e
print(f"split-off energy = {split_off:.2f} eV")
print(f"k = {k_nm:.1f} nm^-1, hbar^2 k^2/(2 m0) = {1e3 * kinetic:.4f} meV")
for name, n in directions.items():
    four = np.linalg.eigvalsh(luttinger(n, g1, g2, g3))
    six = six_band_levels(n, kinetic)
    six_half = six_band_levels(n, kinetic / 4)  # half the wave number
    drop = four[2] * kinetic - six[2]
    drop_half = four[2] * kinetic / 4 - six_half[2]
    assert drop > 0
    # Leading deviation grows as k^4; the next order changes this slightly
    assert abs(drop / drop_half - 16) < 0.5
    for label, index in (("heavy", 0), ("light", 2)):
        parabola = 1e3 * kinetic * four[index]
        print(f"{name} {label}: parabola {parabola:.4f} meV, "
              f"six-band {1e3 * six[index]:.4f} meV")

print("no test failed")
```

It prints:

```
gamma1, gamma2, gamma3 = 6.98, 2.06, 2.93
free-electron mass = 9.1094e-31 kg
[001] half splitting = 4.1200
[001] heavy: m0/m = 2.8600, m = 0.3497 m0 = 3.185e-31 kg
[001] light: m0/m = 11.1000, m = 0.0901 m0 = 8.207e-32 kg
[001] sum of inverse masses = 13.9600
[111] half splitting = 5.8600
[111] heavy: m0/m = 1.1200, m = 0.8929 m0 = 8.133e-31 kg
[111] light: m0/m = 12.8400, m = 0.0779 m0 = 7.095e-32 kg
[111] sum of inverse masses = 13.9600
[110] half splitting = 5.4771
[110] heavy: m0/m = 1.5029, m = 0.6654 m0 = 6.061e-31 kg
[110] light: m0/m = 12.4571, m = 0.0803 m0 = 7.313e-32 kg
[110] sum of inverse masses = 13.9600
[001] largest mixing element = 0.0000
[111] largest mixing element = 0.0000
[110] largest mixing element = 0.7534
[110] diagonal elements = 1.5550, 12.4050
[110] coupling = 0.7534
[110] heavy, diagonal only: m = 0.6431 m0, error = -3.35 %
[110] light, diagonal only: m = 0.0806 m0, error = +0.42 %
[111] heavy, gamma3 = 2.925: m = 0.8850 m0
[111] heavy, gamma3 = 2.935: m = 0.9009 m0
split-off energy = 0.34 eV
k = 0.1 nm^-1, hbar^2 k^2/(2 m0) = 0.3810 meV
[001] heavy: parabola 1.0897 meV, six-band 1.0897 meV
[001] light: parabola 4.2291 meV, six-band 4.2145 meV
[111] heavy: parabola 0.4267 meV, six-band 0.4267 meV
[111] light: parabola 4.8920 meV, six-band 4.8625 meV
[110] heavy: parabola 0.5726 meV, six-band 0.5715 meV
[110] light: parabola 4.7461 meV, six-band 4.7214 meV
no test failed
```
